# Inverse participation ratio of an exponentially localised state in two dimensions

## Problem

An electron in a monolayer channel is held near one point by disorder. Its state is modelled on an infinite plane by

$$\psi(r)=A\,e^{-r/\xi},\qquad A>0,\quad \xi>0,$$

where $r$ is the distance from the centre and $\xi$ is the decay length of the amplitude. The exponential is taken to hold at every $r$, including the centre. The function $\psi$ is an envelope: the variation within a unit cell and the motion across the layer have been averaged out, and a single band valley is involved.

The inverse participation ratio is defined for a normalised state by

$$P=\int|\psi|^4\,d^2r .$$

(a) Estimate $P$ by scaling.

(b) Find $A$ and $P$ exactly, and compare them with the estimate.

(c) Evaluate $P$ for $\xi=2$ nm in a channel with rough MoS$_2$-like parameters: lattice constant 0.32 nm, effective mass $m^*=0.5\,m$ and trap density $N=10^{12}$ cm$^{-2}$. Judge how far the neglected effects change it.

## What the quantity measures

Suppose first that a state is uniform over an area $S$ and zero elsewhere. Normalisation requires $|\psi|^2=1/S$, so

$$P=\int_S\frac{1}{S^2}\,d^2r=\frac{1}{S}.$$

For any other state, $1/P$ is therefore the area of the uniform state that has the same $P$. It is called the participation area.

There is a second reading. Since $|\psi|^2$ is a probability density, writing

$$P=\int|\psi|^2\,\big(|\psi|^2\big)\,d^2r$$

shows that $P$ is the average of the density, weighted by the density itself. Regions where the electron is seldom found contribute little. In two dimensions $|\psi|^2$ is an inverse area, and so is $P$.

## First estimate by scaling

The only length in the model is $\xi$. An inverse area built from it must have the form

$$P=\frac{c}{\xi^2},$$

with $c$ a pure number. The same follows from the integrals. Let $\psi=A f(r/\xi)$ and measure position in units of $\xi$, so that $\mathbf r=\xi\mathbf s$ and $d^2r=\xi^2d^2s$. Normalisation gives $A^2=1/(\xi^2\int f^2d^2s)$, and hence

$$P=A^4\xi^2\int f^4\,d^2s=\frac{1}{\xi^2}\,\frac{\int f^4\,d^2s}{\left(\int f^2\,d^2s\right)^2}.$$

The power of $\xi$ is fixed by scaling, while $c$ depends on the whole shape $f$.

To guess $c$, replace the state by a uniform disc of radius $\xi$. Its area is $\pi\xi^2$, so

$$P_{\rm est}=\frac{1}{\pi\xi^2}.$$

For $\xi=2$ nm this is $1/(4\pi\ \text{nm}^2)\approx0.080$ nm$^{-2}$.

## Exact solution

**The integral needed.** Both the normalisation and $P$ involve a function of $r$ alone. A ring of radius $r$ and width $dr$ has area $2\pi r\,dr$, so $d^2r$ may be replaced by $2\pi r\,dr$. What remains is, for $b>0$,

$$I(b)=\int_0^\infty r\,e^{-br}\,dr .$$

Integrate by parts, differentiating $r$ and integrating $e^{-br}$ to $-e^{-br}/b$:

$$I(b)=\left[-\frac{r e^{-br}}{b}\right]_0^\infty+\frac1b\int_0^\infty e^{-br}\,dr .$$

The bracket vanishes at $r=0$ because of the factor $r$, and at infinity because the exponential falls faster than $r$ grows. The last integral is $1/b$. Thus

$$I(b)=\frac{1}{b^2}.$$

**Normalisation.** Squaring the amplitude doubles the exponent, so $b=2/\xi$:

$$1=2\pi A^2\int_0^\infty r\,e^{-2r/\xi}\,dr
=2\pi A^2\,\frac{\xi^2}{4}
=\frac{\pi\xi^2A^2}{2}.$$

Therefore

$$A^2=\frac{2}{\pi\xi^2},\qquad A=\sqrt{\frac{2}{\pi}}\,\frac1\xi .$$

A constant phase factor in $A$ would change neither $|\psi|^2$ nor $P$.

**Fourth power.** Now the exponent is four times that of the amplitude, so $b=4/\xi$:

$$P=2\pi A^4\int_0^\infty r\,e^{-4r/\xi}\,dr
=2\pi A^4\,\frac{\xi^2}{16}
=\frac{\pi\xi^2}{8}A^4 .$$

Inserting $A^4=4/(\pi^2\xi^4)$ gives

$$P=\frac{\pi\xi^2}{8}\cdot\frac{4}{\pi^2\xi^4},$$

$$\boxed{P=\frac{1}{2\pi\xi^2}}$$

As a test, $|\psi|^2$ and $|\psi|^4$ were summed directly on a square grid for $\xi=0.7$, 2 and 5 nm. Both $A^2$ and $P$ agreed with the formulas to within 0.1%.

**Which length is $\xi$?** Here it belongs to the amplitude, and the density falls as $e^{-2r/\xi}$. If a length $\lambda$ is instead defined by a density proportional to $e^{-r/\lambda}$, then $\xi=2\lambda$ and

$$P=\frac{1}{2\pi(2\lambda)^2}=\frac{1}{8\pi\lambda^2}.$$

The same number inserted for the wrong length changes $P$ by a factor of four.

## Comparison with the estimate

The scaling estimate has the right power of $\xi$ and is too large by a factor of two:

$$\frac{P_{\rm est}}{P}=\frac{1/(\pi\xi^2)}{1/(2\pi\xi^2)}=2 .$$

The participation area is $2\pi\xi^2=\pi(\sqrt2\,\xi)^2$, so the equivalent uniform disc has radius $\sqrt2\,\xi$, not $\xi$.

To see how much of the state lies outside a given disc, integrate the density from $R$ to infinity. The same integration by parts, now with lower limit $R$, gives

$$\int_R^\infty r e^{-br}dr=\left(\frac Rb+\frac1{b^2}\right)e^{-bR}.$$

With $b=2/\xi$ and $2\pi A^2=4/\xi^2$, the outside probability is

$$Q(R)=\frac4{\xi^2}\left(\frac{R\xi}{2}+\frac{\xi^2}{4}\right)e^{-2R/\xi}
=\left(1+\frac{2R}{\xi}\right)e^{-2R/\xi}.$$

At $R=\xi$ this is $3e^{-2}\approx0.41$. The disc used in the estimate thus leaves out about two fifths of the probability. The disc of radius $\sqrt2\,\xi$ contains 0.774 of it. Even this disc does not enclose the whole state: the participation area is an equivalent area, not a boundary.

The density at the centre is $A^2=2/(\pi\xi^2)$, which is four times $P$. The electron's average density is thus a quarter of its peak density, whereas for a uniform disc the two are equal.

**A finite sample.** The result needs a sample much larger than $\xi$. If the same exponential is confined to a disc of radius $L$ and normalised there, then

$$P_L=\frac{\int_0^L r e^{-4r/\xi}dr}{2\pi\left(\int_0^L r e^{-2r/\xi}dr\right)^2}.$$

For $L\gg\xi$ the integrals reach their infinite-plane values, and

$$P_L\to\frac{\xi^2/16}{2\pi(\xi^2/4)^2}=\frac1{2\pi\xi^2}.$$

For $L\ll\xi$ both exponentials are close to one, and

$$P_L\to\frac{L^2/2}{2\pi(L^2/2)^2}=\frac1{\pi L^2},$$

the inverse area of the sample. In this model, a value of $P$ that stops changing as the sample grows indicates a localised state, while $P$ proportional to the inverse sample area indicates that $\xi$ has not yet been resolved.

## The channel example

For $\xi=2$ nm,

$$A^2=\frac{2}{\pi(2\ \text{nm})^2}=0.159\ \text{nm}^{-2},$$

$$P=\frac{1}{2\pi(2\ \text{nm})^2}=0.0398\ \text{nm}^{-2}.$$

Since 1 nm$^{-2}=10^{14}$ cm$^{-2}$, this is $3.98\times10^{12}$ cm$^{-2}$. The participation area is 25.1 nm$^2$, and its equivalent disc has radius 2.83 nm.

A triangular lattice with constant $a_0=0.32$ nm has cell area $\Omega=\sqrt3a_0^2/2=0.0887$ nm$^2$. The state therefore participates in about $25.13/0.0887\approx283$ cells, enough to make a smooth envelope plausible.

The trap density is 0.01 nm$^{-2}$, so the participation areas of all traps add up to $0.01\times25.1=0.25$ of the channel area. On a square arrangement the spacing is $N^{-1/2}=10$ nm. Half that distance from a trap, at 5 nm, the outside probability is $(1+5)e^{-5}=0.040$. On such a regular arrangement the traps would be fairly well separated.

## What the simple profile leaves out

### The core of the state

The tail alone does not determine $P$. Consider a short-range trap, with no potential outside its core. For a circular state of energy $-E_b$, the Schrödinger equation outside is

$$-\frac{\hbar^2}{2m^*}\left(\psi''+\frac{\psi'}r\right)=-E_b\psi .$$

Put $\psi=u/\sqrt r$. Differentiating twice, the terms in $u'$ cancel and

$$\psi''+\frac{\psi'}r=\frac1{\sqrt r}\left(u''+\frac{u}{4r^2}\right).$$

At large $r$ the last term is negligible, so $u''=(2m^*E_b/\hbar^2)u$, and the bound solution decays as $e^{-r/\xi}$ with

$$E_b=\frac{\hbar^2}{2m^*\xi^2}.$$

This is 0.019 eV in the example. The full decaying solution outside the core is the modified Bessel function $K_0(r/\xi)$. It has the required exponential, but also a factor $1/\sqrt r$ at large distance.

Let the core be a well of radius $a=1$ nm and depth $V_0$. Inside, the solution finite at the centre is $J_0(kr)$, with

$$\frac{\hbar^2k^2}{2m^*}=V_0-E_b .$$

Value and slope must be continuous at $r=a$. Dividing the slope condition by the value condition, and using $J_0'=-J_1$ and $K_0'=-K_1$, gives

$$k\,\frac{J_1(ka)}{J_0(ka)}=\frac1\xi\,\frac{K_1(a/\xi)}{K_0(a/\xi)} .$$

Holding $\xi=2$ nm fixed, the lowest root is $k=1.203$ nm$^{-1}$. With $\hbar^2/2m^*=E_b\xi^2=0.0762$ eV nm$^2$, the required depth is

$$V_0=0.0762\,(1.203^2+0.25)\ \text{eV}=0.129\ \text{eV}.$$

The resulting state has $P=0.0752$ nm$^{-2}$, which is 1.89 times the value for the pure exponential. Diagonalising the radial Hamiltonian on a grid of spacing 0.01 nm reproduced both its energy and its $P$ to within 0.2%. If the well is shrunk to a point while $\xi$ is held fixed, the ratio rises to 4.21. This is a limit of the envelope equation. For a core no larger than a unit cell the envelope is no longer reliable near the centre, and the number is only a guide.

The inverse use of the formula is affected too. Inserting the well's $P$ into $\xi=1/\sqrt{2\pi P}$ would give

$$\xi=\frac1{\sqrt{2\pi\times0.0752}}\ \text{nm}\approx1.5\ \text{nm},$$

instead of the true tail length of 2 nm. A length extracted in this way describes the bulk of the state and need not describe its tail.

### A neighbour at the same energy

Let $\phi_1$ and $\phi_2$ be equal exponential states on two traps. If their energies coincide, the eigenstates are shared equally, $\psi_\pm\propto\phi_1\pm\phi_2$. At large separation each trap carries half the density. Each contributes a quarter of the single-trap value $P_1$, so $P=P_1/4+P_1/4=P_1/2$.

At a separation of 10 nm the ratio $P/P_1$ is 0.465 in phase and 0.544 out of phase. The departures from one half come from overlap. Write $S=\int\phi_1\phi_2\,d^2r$, $T=\int\phi_1^3\phi_2\,d^2r$ and $D=\int\phi_1^2\phi_2^2\,d^2r$. The norm of $\phi_1\pm\phi_2$ is $2(1\pm S)$. Expanding the fourth power and using the symmetry between the traps gives

$$P_\pm=\frac{2P_1\pm8T+6D}{4(1\pm S)^2}.$$

In phase, the overlap terms raise the numerator, so a ratio below one half must come from the larger norm. Out of phase, $T\ge D$, because $\phi_1\phi_2(\phi_1-\phi_2)^2\ge0$ integrates to $2T-2D\ge0$. The numerator is then lowered, and a ratio above one half must come from the smaller norm.

If the trap energies differ, the sharing is unequal. With weights $w$ and $1-w$, and overlap neglected,

$$\frac{P}{P_1}=w^2+(1-w)^2,$$

which runs from 1 for an isolated trap to 1/2 for equal sharing.

Randomly placed traps often come closer than $N^{-1/2}$: their mean nearest-neighbour distance is $1/(2\sqrt N)=5$ nm. For independent positions, the chance of finding no other trap within $R$ is $e^{-\pi NR^2}$. At $R=5$ nm this is $e^{-0.785}\approx0.46$, so about 54% of traps have a neighbour within 5 nm. The isolated-state formula then relies on differences in trap energy that are large compared with the coupling between neighbours.

### Lattice and valleys

On a lattice, the probability at site $\mathbf R$ is approximately $p_{\mathbf R}=\Omega|\psi(\mathbf R)|^2$. Replacing the sum by an integral gives

$$\sum_{\mathbf R}p_{\mathbf R}^2\approx\Omega\int|\psi|^4d^2r=\Omega P .$$

This is the dimensionless form of the inverse participation ratio. The explicit sum, with the state centred on a site, is 0.00355 and exceeds $\Omega P$ by 0.6%. Discreteness is therefore unimportant for the exponential profile. It matters more for a trap whose core is a single cell: a one-site trap on a nearest-neighbour triangular lattice with the same mass and binding energy has about 10% of its probability on that site, and its $P$ is about 5.1 times the exponential value, against 4.21 for the point trap of the envelope equation.

Mixing of the two band valleys can matter more. If the two valley states have the same spin, equal mixing can multiply the site density by $\cos^2(\mathbf K\cdot\mathbf R)$, where $\mathbf K$ is the valley wavevector. On the triangular lattice this factor takes the values $1,\frac14,\frac14$ equally often. Its mean is $\frac12$ and its mean square is $\frac38$. For an envelope that varies slowly over these sites, $P$ is multiplied by

$$\frac{3/8}{(1/2)^2}=\frac32 .$$

The explicit sum for $\xi=2$ nm, with a maximum of the cosine at the centre, gives 1.53. Valley states of opposite spin do not interfere in the density, and mixing them then leaves $P$ unchanged.

### Temperature and channel field

Temperature changes the occupation of a given state, not its $P$. At 20 K, $k_BT=0.0017$ eV and the Boltzmann factor $e^{-E_b/k_BT}$ is $1.6\times10^{-5}$. At 300 K, $k_BT$ is 1.36 times the binding energy, so this shallow trap no longer holds its electron firmly.

If a bias of 0.1 V drops evenly along a 1000 nm channel, the field is $10^{-3}$ MV/cm. The energy drop over $\xi$ is 0.0002 eV, about 1% of the binding energy. The electron would have to tunnel about $0.019\ \text{eV}/(10^{-4}\ \text{eV/nm})=190$ nm to reach a point where the potential energy has fallen to the electron's own energy $-E_b$. That is 95 decay lengths, so field-induced escape is negligible at this bias. The field can still change $P$ through the neighbours. Over 10 nm it shifts the trap energies by 1 meV, whereas two 1 nm wells at that distance are split by only about 0.35 meV. For such a pair lying along the field, $P/P_1$ rises from about 0.5 to about 0.95. At 5 nm the splitting is about 6 meV and the sharing survives.

## Relation to a real channel

The lattice constant and effective mass are rough values for monolayer MoS$_2$. The decay length and trap density are plausible round values, and both depend on the sample. Defect densities near $10^{13}$ cm$^{-2}$ also occur; with $\xi$ unchanged, the participation areas would then add up to 2.5 times the channel area, and treating the states as isolated would require differences in trap energy that are large compared with the stronger coupling between closer neighbours. At the lower density used here, the core shape raises $P$ by a factor of 1.9 for a 1 nm well and by 4.2 in the point-trap limit of the envelope equation. Equal sharing with a neighbour 10 nm away lowers $P$ by about a factor of two, but it requires the trap energies to agree to well within 1 meV, which the channel field alone can prevent; for much closer pairs, overlap changes this factor. The value 0.04 nm$^{-2}$ is thus precise for the stated exponential. For a real trap it gives the order of magnitude only if the core is not much wider than $\xi$. In a wide, shallow well the state spreads over the core, so $P$ falls as the core area grows even when the tail length stays the same. The tail length alone is then not enough to estimate $P$. The binding energy used above belongs to a single trap whose potential vanishes at large distance. This includes the attractive potential $-\hbar^2/(2m^*\xi r)$, for which the pure exponential is the exact bound state at the same energy; a state localised by interference among many scatterers need not obey that relation between energy and $\xi$.

The numerical output lists the values used in this example.

## Computed results

```
decay length xi = 2.00 nm
lattice constant = 0.32 nm
effective mass = 0.50 electron masses
trap density = 1.0e+12 cm^-2
A^2 (density at centre) = 0.1592 nm^-2
IPR = 0.03979 nm^-2
IPR converted = 3.979e+12 cm^-2
participation area = 25.13 nm^2
radius of disc of that area = 2.828 nm
probability inside that disc = 0.774
unit cell area = 0.0887 nm^2
unit cells in participation area = 283
trap density times participation area = 0.251
IPR if density decays as exp(-r/xi) = 0.00995 nm^-2
well radius = 1.00 nm
well inner wavenumber k = 1.203 nm^-1
well depth = 0.1293 eV
binding energy = 0.01905 eV
IPR of well state = 0.0752 nm^-2
IPR ratio, well state / exponential = 1.89
IPR ratio, point trap / exponential = 4.21
mean trap spacing = 10.0 nm
probability beyond half spacing = 0.0404
IPR ratio, resonant pair in phase = 0.465
IPR ratio, resonant pair out of phase = 0.544
lattice sum of squared probabilities = 0.003548
lattice sum / (cell area * IPR) = 1.0056
lattice sum ratio, valleys mixed / single = 1.532
temperature of use = 20 K
kT at temperature of use = 0.00172 eV
exp(-binding/kT) at temperature of use = 1.58e-05
kT / binding at 300 K = 1.36
bias = 0.10 V, channel length = 1000 nm
channel field = 1.0e-03 MV/cm
field energy drop over xi = 0.00020 eV
field energy drop / binding = 0.0105
```
